# Radiative lifetime of thermalised excitons in quantum wells and wires

## Problem

An exciton free to move in a quantum well (dimension $D=2$) or along a quantum wire ($D=1$) has centre-of-mass wavevector $\mathbf K$ and energy $E_0+\hbar^2K^2/2M$. The structure lies in a uniform, dispersionless medium of refractive index $n$. Four spin states are equally populated; two are bright, so the bright fraction is $f=1/2$. In the well the two bright dipoles lie in the plane. In the wire one points along the axis and one across it. All have the same strength $d$.

(a) Find the radiative decay rate of each bright exciton as a function of $K$.

(b) Scattering keeps a dilute exciton gas in thermal equilibrium. Find its radiative lifetime, and the power of $T$ with which it varies, in the well and in the wire.

(c) Find the first correction at finite temperature, and the cold limit.

(d) Evaluate the lifetimes at 20 K for $E_0=1.55$ eV, $n=3.5$, electron and hole masses $0.07\,m_0$ and $0.18\,m_0$, $d=e\times0.5$ nm, and relative wavefunctions $\propto e^{-r/a}$ with $a=10$ nm.

Rates are decay rates of populations, not of amplitudes. SI units are used, with $\varepsilon=\varepsilon_0n^2$ and $v=c/n$.

## Hints

1. Translation symmetry hands $\mathbf K$ to the photon. Which $K$ can then satisfy energy conservation?
2. For a photon direction $\hat{\mathbf q}$, the sum over its two polarisations is $\sum_\lambda|\hat{\mathbf d}\cdot\mathbf e_\lambda|^2=1-(\hat{\mathbf d}\cdot\hat{\mathbf q})^2$.
3. Excitons that cannot radiate still count in the normalisation of the average.
4. In the well, integrate over the photon wavevector normal to the plane instead of over $K$.
5. Compare $k_BT$ with the kinetic energy at the edge of the radiating region.

## Solution

### (a) Decay rate at fixed wavevector

The photon has wavevector $k_0=nE_0/(\hbar c)$. Its component along the free directions must equal $\mathbf K$, so emission requires $K<k_0$. This region is the light cone. The kinetic energy at its edge,

$$E_1=\frac{\hbar^2k_0^2}{2M},$$

is far below $E_0$, so the photon energy can be set to $E_0$ throughout.

Let $S$ be the area of the well or the length of the wire. The interband polarisation has matrix element $\mathbf d\,\phi_D(0)e^{i\mathbf K\cdot\mathbf r}/\sqrt S$, where $\phi_D(0)$ is the relative wavefunction at zero electron–hole separation. A photon mode in volume $V$ has field amplitude $\sqrt{\hbar\omega/2\varepsilon V}$. Integrating the coupling $-\mathbf P\cdot\mathbf E$ over the structure gives a factor $S/\sqrt S=\sqrt S$ when the wavevectors match, and zero otherwise. The squared matrix element, summed over polarisations, is therefore

$$|H|^2=\frac{\hbar\omega}{2\varepsilon V}\,S\,d^2|\phi_D(0)|^2\,p,\qquad p=1-(\hat{\mathbf d}\cdot\hat{\mathbf q})^2 .$$

**Well.** Write $V=SL$ and $\sum_{q_z}\to L\int dq_z/2\pi$, with $z$ normal to the plane. The golden rule gives

$$\Gamma(K)=\frac{2\pi}{\hbar}\sum_{q_z}|H|^2\delta(\hbar\omega-E_0)
=\frac{d^2|\phi_2(0)|^2}{2\varepsilon}\int dq_z\,\omega\,p\,\delta(\hbar\omega-E_0).$$

Since $\hbar\omega=\hbar v\sqrt{K^2+q_z^2}$, the delta function has two roots $q_z=\pm k_z$, with $k_z=\sqrt{k_0^2-K^2}$, one for each side of the well. At each root $|d(\hbar\omega)/dq_z|=\hbar vk_z/k_0$. With $\omega=vk_0$,

$$\Gamma(K)=\frac{d^2|\phi_2(0)|^2}{2\varepsilon}\,2\,vk_0\,\frac{k_0}{\hbar vk_z}\,p=\Gamma_2\frac{k_0}{k_z}\,p,
\qquad \Gamma_2=\frac{d^2|\phi_2(0)|^2k_0}{\varepsilon\hbar}.$$

Choose the two in-plane dipoles across and along $\mathbf K$. The transverse one is perpendicular to the photon direction, so $p=1$. For the longitudinal one $\hat{\mathbf d}\cdot\hat{\mathbf q}=K/k_0$, so $p=k_z^2/k_0^2$. Hence

$$\Gamma_T=\Gamma_2\frac{k_0}{k_z},\qquad \Gamma_L=\Gamma_2\frac{k_z}{k_0}.$$

The transverse rate diverges at the cone edge. The golden rule is unreliable in that narrow region, but the divergence is integrable.

**Wire.** Let $z$ be the axis. Two photon components are now free, and $\sum_{\mathbf q_\perp}\to(V/S)\int d^2q_\perp/4\pi^2$. Thus

$$\Gamma(K)=\frac{d^2|\phi_1(0)|^2}{4\pi\varepsilon}\int d\varphi\int q_\perp dq_\perp\,\omega\,p\,\delta(\hbar\omega-E_0).$$

At fixed $K$, $q^2=q_\perp^2+K^2$ gives $q_\perp dq_\perp=q\,dq$. Without $p$, the radial integral is $k_0(vk_0)/(\hbar v)=k_0^2/\hbar$, independent of $K$. The wire therefore has no edge divergence. For a dipole along the axis $p=1-K^2/k_0^2$. For one across it, $p=1-(1-K^2/k_0^2)\cos^2\varphi$, and the angular mean of $\cos^2\varphi$ is $1/2$. The factor $2\pi$ from the angle then gives

$$\Gamma_\parallel=\Gamma_1\left(1-\frac{K^2}{k_0^2}\right),\quad
\Gamma_\perp=\frac{\Gamma_1}{2}\left(1+\frac{K^2}{k_0^2}\right),\quad
\Gamma_1=\frac{d^2|\phi_1(0)|^2k_0^2}{2\varepsilon\hbar}.$$

### (b) Thermal average

If scattering refills the cone faster than light empties it, the distribution keeps its Boltzmann shape while the total number decays at the rate

$$\frac1\tau=f\,\frac{\int_{K<k_0}d^DK\,\bar\Gamma(K)\,e^{-\hbar^2K^2/2Mk_BT}}{\int d^DK\,e^{-\hbar^2K^2/2Mk_BT}},$$

where $\bar\Gamma$ is the mean over the two bright states. For $k_BT\gg E_1$ the exponential in the numerator is close to 1. Temperature then enters through the denominator, which counts the thermally occupied states.

**Well.** From $K^2=k_0^2-k_z^2$ follows $K\,dK=-k_z\,dk_z$. Reversing the limits absorbs the sign:

$$\int_0^{k_0}K\,dK\,\Gamma_T=\Gamma_2k_0\int_0^{k_0}dk_z=\Gamma_2k_0^2,$$

$$\int_0^{k_0}K\,dK\,\Gamma_L=\frac{\Gamma_2}{k_0}\int_0^{k_0}k_z^2\,dk_z=\frac{\Gamma_2k_0^2}{3}.$$

The mean is $2\Gamma_2k_0^2/3$. The denominator is $\int_0^\infty K\,dK\,e^{-\hbar^2K^2/2Mk_BT}=Mk_BT/\hbar^2$; the common angular factor $2\pi$ has cancelled. With $\hbar^2k_0^2/M=2E_1$,

$$\boxed{\frac1{\tau_{\rm well}}=\frac43f\,\Gamma_2\frac{E_1}{k_BT}},\qquad \tau_{\rm well}\propto T.$$

**Wire.** The two polarisations give equal integrals:

$$\int_{-k_0}^{k_0}\Gamma_\parallel dK=\Gamma_1\left(2k_0-\frac{2k_0}3\right)=\frac{4\Gamma_1k_0}3,$$

$$\int_{-k_0}^{k_0}\Gamma_\perp dK=\frac{\Gamma_1}2\left(2k_0+\frac{2k_0}3\right)=\frac{4\Gamma_1k_0}3.$$

The denominator is $\sqrt{2\pi Mk_BT}/\hbar$. Using $\hbar k_0=\sqrt{2ME_1}$,

$$\boxed{\frac1{\tau_{\rm wire}}=\frac43f\,\Gamma_1\sqrt{\frac{E_1}{\pi k_BT}}},\qquad \tau_{\rm wire}\propto\sqrt T.$$

**Physical reading.** Define the thermal wavelength $\lambda_T=h/\sqrt{2\pi Mk_BT}$. Then $\hbar^2/(Mk_BT)=\lambda_T^2/2\pi$ and $\hbar/\sqrt{2\pi Mk_BT}=\lambda_T/2\pi$. Inserting these and the definitions of $\Gamma_2$ and $\Gamma_1$ turns both results into

$$\frac1\tau=f\,\frac{k_0^3}{3\pi\varepsilon\hbar}\,d^2|\phi_D(0)|^2\lambda_T^D .$$

A point dipole $d_0$ obeys the same golden rule with three free photon components. Its rate is $\frac{d_0^2}{8\pi^2\varepsilon}\frac{k_0^3}{\hbar}\int p\,d\Omega$, and $\int p\,d\Omega=8\pi/3$, so it decays at $d_0^2k_0^3/(3\pi\varepsilon\hbar)$. A warm exciton thus radiates like a point dipole with $d_0^2=d^2|\phi_D(0)|^2\lambda_T^D$: its emission adds coherently over about one thermal wavelength in each free direction. That length shrinks as $T^{-1/2}$, which gives $\tau\propto T^{D/2}$.

### (c) Finite temperature and the cold limit

Let $x=E_1/k_BT$. In the well put $u=k_z/k_0$, so the Boltzmann factor in the cone is $e^{-x(1-u^2)}\approx1-x(1-u^2)$. The sum of the two polarisation integrals becomes

$$\int_0^1(1+u^2)\left[1-x(1-u^2)\right]du=\frac43-x\int_0^1(1-u^4)\,du=\frac43-\frac{4x}5 .$$

The rate is multiplied by $1-3x/5$. In the wire, with $s=K/k_0$, the two rates add to $\Gamma_1(3-s^2)/2$, and

$$\int_0^1\frac{3-s^2}2(1-xs^2)\,ds=\frac43-x\left(\frac12-\frac1{10}\right)=\frac43-\frac{2x}5 ,$$

so the factor is $1-3x/10$. Since $x\propto1/T$, the local exponent $d\ln\tau/d\ln T$ is $1-3x/5$ in the well and $1/2-3x/10$ in the wire, to first order in $x$.

For $k_BT\ll E_1$ a Boltzmann gas gathers at $K=0$. The well rate tends to $f\Gamma_2$. The wire rate tends to $f(\Gamma_1+\Gamma_1/2)/2=3f\Gamma_1/4$. On cooling the lifetime levels off, in the well after a shallow minimum about 3 % below its limit, and neither power law survives. This limit is formal: it still assumes fast refilling and a dilute gas.

### (d) Numbers

The wavevector is $k_0=0.02749$ nm$^{-1}$. With $M=0.25\,m_0$ the edge energy is $E_1=0.115$ meV, or 1.34 K. Normalising the wavefunctions gives $|\phi_2(0)|^2=2/(\pi a^2)=0.006366$ nm$^{-2}$ and $|\phi_1(0)|^2=1/a=0.1$ nm$^{-1}$.

The formula for $\Gamma_2$ gives $0.0982$ ps$^{-1}$, a $K=0$ lifetime of 10.2 ps. The wire follows from the ratio

$$\frac{\Gamma_1}{\Gamma_2}=\frac{|\phi_1(0)|^2k_0}{2|\phi_2(0)|^2}=\frac{0.1\times0.02749}{2\times0.006366}=0.216,$$

so $\Gamma_1=0.0212$ ps$^{-1}$, or 47.2 ps. At 20 K, $k_BT=1.7235$ meV and $x=0.0668$. Then

$$\frac1{\tau_{\rm well}}=\frac43\cdot\frac12\cdot0.0982\cdot0.0668=0.00437\ {\rm ps}^{-1},\qquad \tau_{\rm well}\approx229\ {\rm ps},$$

$$\frac1{\tau_{\rm wire}}=\frac43\cdot\frac12\cdot0.0212\sqrt{\frac{0.0668}{\pi}}=0.00206\ {\rm ps}^{-1},\qquad \tau_{\rm wire}\approx485\ {\rm ps}.$$

The table compares these laws with the average that keeps the Boltzmann factor inside the cone, evaluated by Gauss–Legendre quadrature. Lifetimes are in ps.

| $T$ (K) | well, law | well, average | wire, law | wire, average |
|---|---|---|---|---|
| 10 | 114 | 124 | 343 | 357 |
| 20 | 229 | 238 | 485 | 495 |
| 40 | 457 | 466 | 686 | 693 |

At 20 K the local exponents are 0.960 and 0.480, as the first-order correction predicts. The share of excitons with $K<k_0$, bright and dark together, is 6.5 % in the well and 28.5 % in the wire. For $k_BT\gg E_1$ this share falls as $1/T$ in the well and as $1/\sqrt T$ in the wire, so heating dilutes the cone more strongly in the well.

**Comparison with real structures.** The inputs are rough values for near-infrared III–V wells and wires. Equal dipole strengths and a uniform dielectric are simplifications, cruder for the wire. In a thin wire surrounded by air, for example, dielectric screening strongly suppresses emission from the dipole across the axis, and the wire rates above do not apply. At 20 K a bright level 0.1 meV above the dark one lowers $f$ to 0.4855, which lengthens the lifetime by 3 %. A next subband 10 meV higher has a Boltzmann factor of 0.3 % at 20 K but 5.5 % at 40 K. For the given inputs, the two largest of these corrections at 20 and 40 K are slow refilling of the cone and ionisation, treated below; at 10 K ionisation is negligible (0.3 % or less) and the dark splitting (6 %) matters more. Disorder, nearby interfaces and nonradiative loss are not sized; localised excitons need not follow either law.

## Two variations

### 1. Scattering that refills the cone slowly

*Suppose scattering restores equilibrium over all momenta and spins in a time $\tau_s=4$ ps. What happens to the lifetime at 20 K?*

Let state $i$ hold $N_i$ excitons, with equilibrium share $w_i$ of the total $N$:

$$\dot N_i=-\Gamma_iN_i-\frac{N_i-w_iN}{\tau_s}.$$

When $N$ decays slowly compared with $1/\tau_s$, setting $\dot N_i\approx0$ gives $N_i=w_iN/(1+\Gamma_i\tau_s)$. The total rate is $\sum_iw_i\Gamma_i/(1+\Gamma_i\tau_s)$. In the well each spin state has weight $\frac14\,2x\,u\,du$ for small $x$. With $b=\Gamma_2\tau_s=0.393$,

$$\frac1\tau=\frac{x\Gamma_2}2\left[\int_0^1\frac{u\,du}{u+b}+\int_0^1\frac{u^2du}{1+bu}\right].$$

The integrals are $1-b\ln(1+1/b)=0.503$ and $\frac1{2b}-\frac1{b^2}+\frac{\ln(1+b)}{b^3}=0.258$. Their sum replaces $4/3$, so the lifetime grows by a factor $1.333/0.761=1.75$. Diagonalising the rate equations at the actual $x$ gives 412 ps, which is 73 % above the equilibrium average of 238 ps. For these inputs this is the largest of the corrections sized here at 20 K.

If $\tau_s$ is held fixed as $T$ changes, the bracket is constant and $\tau\propto T$ survives with a larger coefficient. If $\tau_s$ shortens on heating, the correction shrinks and the rise is slower than linear.

In the wire no rate exceeds $\Gamma_1$, and $\Gamma_1\tau_s=0.085$, so depletion is weak: the same diagonalisation gives 522 ps, an increase of 5.6 %.

This remains an estimate. The scattering width $\hbar/\tau_s=0.165$ meV is 10 % of $k_BT$ but exceeds $E_1$, and the rate equations ignore this broadening.

### 2. Excitons in equilibrium with free pairs

*Let the pair density be $N_2=10^{10}$ cm$^{-2}$ or $N_1=10^4$ cm$^{-1}$, with binding energy $E_b=10$ meV in the well and 15 meV in the wire. Free pairs do not radiate. Count only the lowest bound state. Find the pair lifetime.*

Let $\alpha$ be the ionised fraction. The chemical potentials obey $\mu_e+\mu_h=\mu_X$. The spin factors $2\times2$ and $4$ cancel, and the product of thermal wavelengths leaves the reduced mass $m_r=m_em_h/M$:

$$\frac{\alpha^2}{1-\alpha}=Q,\qquad Q=\frac1{N_D}\left(\frac{m_rk_BT}{2\pi\hbar^2}\right)^{D/2}e^{-E_b/k_BT}.$$

The bracket equals $(m_r/M)/\lambda_T^2$. At 20 K, $\lambda_T=33.3$ nm and $m_r/M=0.202$, so it is $1.8\times10^{-4}$ nm$^{-2}$. For the well, $N_2=10^{-4}$ nm$^{-2}$ and $e^{-10/1.7235}=0.00302$ give $Q=0.0055$. Then $\alpha=\frac12\left(-Q+\sqrt{Q^2+4Q}\right)=7.1$ %. The wire gives 4.6 %.

Only the bound fraction decays, so the instantaneous pair lifetime is $\tau/(1-\alpha)$: 256 ps in the well and 519 ps in the wire, with the cone again taken as full. At 40 K the ionised fractions are 36 % and 39 %, and the lifetimes 726 and 1131 ps. Between 20 and 40 K the pair lifetime thus grows by factors of 2.8 and 2.2, where the exciton laws give 2 and 1.4. Ionisation makes the rise steeper than the power expected from dimension alone.

The 40 K values are rough. In an ideal two-dimensional series the next level has three orbital states bound by $E_b/9$. Counting them as nonradiating would raise the well's 726 ps to about 850 ps. The binding energy matters as much: an ideal two-dimensional exciton with $a=10$ nm is bound by $\hbar^2/2m_ra^2=7.6$ meV, which with the lowest state alone gives about 870 ps. (That radius requires a dielectric constant near 19; with $n^2=12.25$ the ideal exciton has $a=6.4$ nm and 18 meV.) At 20 K the same change doubles the well's ionised fraction to 14 % and raises its lifetime from 256 to 276 ps. The wire is sensitive too: at 40 K, a binding energy of 12 instead of 15 meV raises 1131 ps to about 1460 ps.

The radius and the binding energies are independent round inputs, not solutions of one exciton problem. A softened attraction $-e^2/(4\pi\varepsilon\sqrt{r^2+s^2})$, with $s$ tuned to give 10 and 15 meV, has $|\phi_2(0)|^2\approx0.0039$ nm$^{-2}$ and $|\phi_1(0)|^2\approx0.061$ nm$^{-1}$. Both are about 40 % below the exponential values, so every lifetime above would be about 1.6 times longer, with the powers of $T$ unchanged. In that potential the well's next levels are bound by 1.6 and 2.0 meV instead of $E_b/9$. Counting only the level shifts, with the contact densities unchanged, the well's 850 ps becomes about 890 ps, and the wire's next two levels raise 1131 ps by about 5 %.

The gas is dilute enough for Boltzmann statistics: at 20 K the occupation per state, $N_D\lambda_T^D/4$, is 0.028 in the well and 0.008 in the wire.

Numerical values quoted here were computed with a short program.
